# The radial Dirac-Coulomb Green function: Whittaker form, poles and two cuts

A second-order energy shift of a bound electron needs the resolvent \((E-H)^{-1}\). Written as a sum over eigenstates of the Dirac-Coulomb problem, it runs over an infinite series of bound levels and over two continua, one above \(+mc^2\) and one below \(-mc^2\). A finite sum cannot represent it pointwise: the kernel jumps at \(r=r'\), and a finite sum of continuous functions does not. An integral over \(E\) can be deformed in the complex plane only if the poles and cuts in the region swept are known. Both needs are met by a closed form, built here from two solutions of the radial equations.

## 1. Conventions and the flat case

Rydberg units are used: \(\hbar=1\), \(m=1/2\), \(e^2=2\), \(c=2/\alpha\), so \(mc=k_0=1/\alpha\) and \(mc^2=ck_0=2/\alpha^2\). The nucleus is a point of infinite mass, \(V=-2Z/r=-cZ\alpha/r\), \(Z>0\). On the large and small components \((P,Q)\), with norm \(\int(|P|^2+|Q|^2)dr\),
\[ H_\kappa=\begin{pmatrix} mc^2+V & c(-\partial_r+\kappa/r)\\ c(\partial_r+\kappa/r) & -mc^2+V\end{pmatrix},\qquad (E-H_\kappa)G(r,r')=\delta(r-r')\,1 . \]
With \(\varepsilon=E/mc^2\), the two rows of \(H\phi=E\phi\), divided by \(c\), are
\[ P'+\frac{\kappa}{r}P=\Big[k_0(1+\varepsilon)+\frac{Z\alpha}{r}\Big]Q,\qquad Q'-\frac{\kappa}{r}Q=\Big[k_0(1-\varepsilon)-\frac{Z\alpha}{r}\Big]P. \tag{1}\]
For two solutions put \(\mathcal W[\phi_1,\phi_2]=P_1Q_2-Q_1P_2\). In its derivative the \(\kappa/r\) terms enter as \(-\kappa/r+\kappa/r\) and the bracket terms cancel in pairs, so \(\mathcal W\) does not depend on \(r\).

**Jump condition.** The derivative part of \(H\) is \(cJ\partial_r\), \(J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}\), \(J^2=-1\). Integrating the defining equation across \(r=r'\) leaves \(-cJ\,\Delta G=1\), so \(\Delta G=J/c\). Let \(\phi_0\) obey the left boundary condition and \(\phi_\infty\) the right one, and try \(G=\phi_0(r)\phi_\infty(r')^T/C\) for \(r<r'\), \(G=\phi_\infty(r)\phi_0(r')^T/C\) for \(r>r'\). The matrix \(\phi_\infty\phi_0^T-\phi_0\phi_\infty^T\) is antisymmetric with (1,2) element \(P_\infty Q_0-P_0Q_\infty=-\mathcal W\), so it equals \(\mathcal WJ\), and
\[ C=c\,\mathcal W,\qquad \mathcal W=\mathcal W[\phi_0,\phi_\infty]. \tag{2}\]

**Flat case.** Drop all \(1/r\) terms and let \(r\) run over the whole line. Define \(a=\sqrt{1+\varepsilon}\), \(b=\sqrt{1-\varepsilon}\) with principal roots, \(s=ab\), \(\lambda=k_0s\). Then \((a,b)e^{\lambda r}\) and \((a,-b)e^{-\lambda r}\) solve (1), because \(\lambda a=k_0a^2b\) and \(\lambda b=k_0b^2a\). The second decays to the right if \(\operatorname{Re}s>0\). For \(\operatorname{Im}\varepsilon>0\), \(\arg a\in(0,\pi/2)\) and \(\arg b\in(-\pi/2,0)\), so \(|\arg s|<\pi/2\); the lower half plane is the mirror image, and \(s>0\) for \(-1<\varepsilon<1\). Hence \(\operatorname{Re}s>0\) on the plane cut along \(\varepsilon\le-1\) (the cut of \(a\)) and \(\varepsilon\ge1\) (the cut of \(b\)). This is the sheet used throughout. The Wronskian is \(-2s\), so \(G_{11}=-(a/2cb)\,e^{-\lambda|r-r'|}\).

Limit: for \(E-mc^2=-\lambda^2\) small against \(mc^2\), \(a\approx\sqrt2\), \(b\approx\sqrt2\lambda/c\), and \(G_{11}\to-e^{-\lambda|r-r'|}/2\lambda\), the Green function of \(E-mc^2+\partial_r^2\).

## 2. Restoring the \(1/r\) terms

Keep the two flat spinors as a basis: \(P=a(A+B)\), \(Q=b(A-B)\). Dividing the first of (1) by \(a\) and the second by \(b\),
\[ A'+B'+\frac{\kappa}{r}(A+B)=\lambda(A-B)+\frac{Z\alpha}{r}\frac ba(A-B), \]
\[ A'-B'-\frac{\kappa}{r}(A-B)=\lambda(A+B)-\frac{Z\alpha}{r}\frac ab(A+B). \]
Since \(a/b-b/a=2\varepsilon/s\) and \(a/b+b/a=2/s\), define \(\nu=Z\alpha\varepsilon/s\) and \(\mu=Z\alpha/s\), with \(\mu^2-\nu^2=Z^2\alpha^2\). Half the sum and half the difference, in \(x=2\lambda r\), \(D=x\,d/dx\), \(h=x/2-\nu\), are
\[ (D-h)A=-(\kappa+\mu)B,\qquad (D+h)B=-(\kappa-\mu)A. \tag{3}\]
Apply \(D+h\) to the first. Because \(Dh=x/2\), \((D+h)(D-h)A=D^2A-\tfrac x2A-h^2A\), and the right side becomes \((\kappa^2-\mu^2)A\). For \(B\) the operators come in the other order and the term \(x/2\) changes sign. With \(h^2=x^2/4-\nu x+\nu^2\) and \(\nu^2+\kappa^2-\mu^2=\kappa^2-Z^2\alpha^2\equiv\gamma^2\),
\[ D^2A=\big[\tfrac{x^2}{4}-(\nu-\tfrac12)x+\gamma^2\big]A,\qquad D^2B=\big[\tfrac{x^2}{4}-(\nu+\tfrac12)x+\gamma^2\big]B. \]
Substituting \(x^{-1/2}y\) gives \(D^2(x^{-1/2}y)=x^{-1/2}(x^2y''+y/4)\), so \(y''+[-\tfrac14+k/x+(\tfrac14-\gamma^2)/x^2]y=0\), the Whittaker equation, with \(k=\nu-\tfrac12\) for \(A\) and \(k=\nu+\tfrac12\) for \(B\). Its solutions are
\[ M_{k,\gamma}=e^{-x/2}x^{\gamma+1/2}{}_1F_1(\gamma-k+\tfrac12,1+2\gamma,x),\qquad W_{k,\gamma}\sim e^{-x/2}x^{k}\ \ (|x|\to\infty). \]

Near the origin the solutions go as \(r^{\pm\gamma}\). Assume \(Z\alpha<|\kappa|\), so \(\gamma>0\). For \(\gamma\ge1/2\), \(\int r^{-2\gamma}dr\) diverges at zero and square integrability selects \(r^{+\gamma}\). For \(\gamma<1/2\) both are square integrable, and \(r^{+\gamma}\) is a chosen boundary condition. For \(Z\alpha>|\kappa|\), \(\gamma\) is imaginary, neither solution is singled out, and the construction fails. An extended nucleus changes \(\phi_0\) and therefore \(\mathcal W\) and the poles.

**Relative coefficients.** Take a solution \(B\) of its second-order equation and define \(A\) by the second of (3), for \(\mu\ne\kappa\). Then \((D-h)A=-(\kappa^2-\mu^2)B/(\kappa-\mu)=-(\kappa+\mu)B\), so the pair solves (3) and \(A\) solves its own equation. If \(B\) is of type \(M\), \(A\) contains no \(x^{-\gamma}\) solution and is a multiple of \(x^{-1/2}M\); if \(B\) decays, so does \(A\), which is then a multiple of \(x^{-1/2}W\). One power of \(x\) fixes each multiple. The formulas extend to \(\mu=\kappa\) by continuity, but for \(\kappa>0\) and \(\nu=\gamma\) the pair \((A_0,B_0)\) found below is then zero and no longer a usable solution; Section 4 shows that \(G\) has no pole there. At small \(x\), \(A\approx a_0x^\gamma\), \(B\approx b_0x^\gamma\), \(h\approx-\nu\), and the second of (3) gives \((\gamma-\nu)b_0=(\mu-\kappa)a_0\). At large \(x\), \(A\approx a_1e^{-x/2}x^{\nu-1}\), \(B\approx b_1e^{-x/2}x^\nu\), \((D-h)A\approx-xA\), and the first gives \(a_1=(\kappa+\mu)b_1\). Thus
\[ A_0=(\gamma-\nu)\,x^{-1/2}M_{\nu-1/2,\gamma},\qquad B_0=(\mu-\kappa)\,x^{-1/2}M_{\nu+1/2,\gamma}, \]
\[ A_\infty=(\kappa+\mu)\,x^{-1/2}W_{\nu-1/2,\gamma},\qquad B_\infty=x^{-1/2}W_{\nu+1/2,\gamma}. \tag{4}\]

**Wronskian.** Multiplying out, \(\mathcal W=ab[(A_0+B_0)(A_\infty-B_\infty)-(A_0-B_0)(A_\infty+B_\infty)]=2s(B_0A_\infty-A_0B_\infty)\). It is constant, so large \(x\) with \(\operatorname{Re}x>0\) suffices. In the Euler integral \({}_1F_1(u,v,x)=\frac{\Gamma(v)}{\Gamma(u)\Gamma(v-u)}\int_0^1e^{x\tau}\tau^{u-1}(1-\tau)^{v-u-1}d\tau\) the end \(\tau=1\) dominates and gives \(\Gamma(v)e^xx^{u-v}/\Gamma(u)\). With \(u=\gamma-\nu+1\), \(v=1+2\gamma\),
\[ A_0\sim\frac{(\gamma-\nu)\Gamma(1+2\gamma)}{\Gamma(\gamma-\nu+1)}e^{x/2}x^{-\nu}. \]
The product \(A_0B_\infty\) tends to a constant, while \(B_0A_\infty\propto x^{-\nu-1}x^{\nu-1}\to0\). Using \(\Gamma(z+1)=z\Gamma(z)\),
\[ \mathcal W=-\frac{2s\,\Gamma(1+2\gamma)}{\Gamma(\gamma-\nu)},\qquad G(r<r')=-\frac{\Gamma(\gamma-\nu)}{2cs\,\Gamma(1+2\gamma)}\,\phi_0(r)\phi_\infty(r')^T, \tag{5}\]
and \(G(r,r')=G(r',r)^T\) for \(r>r'\). The Euler integral needs \(0<\operatorname{Re}u<v\); both sides of the Wronskian formula are analytic in \(\varepsilon\) on the cut plane, which extends it.

Limit \(Z\to0\), \(\kappa=-1\): \(\gamma=1\), \(\nu=\mu=0\). Summing the series, \({}_1F_1(2,3,x)=2(xe^x-e^x+1)/x^2\) and \({}_1F_1(1,3,x)=2(e^x-1-x)/x^2\), so \(A_0+B_0=xe^{-x/2}\cdot2(e^x-1)/x=4\sinh\lambda r\). The pair \(A_\infty=-e^{-x/2}/x\), \(B_\infty=e^{-x/2}(1+1/x)\) solves (3) by substitution and has the required large-\(x\) form, so \(A_\infty+B_\infty=e^{-\lambda r}\). Equation (5) gives \(\mathcal W=-4s\) and
\[ G_{11}(r<r')=-\frac{a}{cb}\sinh(\lambda r)\,e^{-\lambda r'}, \tag{6}\]
the flat result minus its image in \(r=0\).

The numerical check tests (4) against finite differences of (1) and (5) against the computed Wronskian at two complex energies. It also applies \(G\) by quadrature to \((E-H)y\) for a chosen \(y\) and recovers \(y\) at \(r=0.03\) bohr to \(10^{-8}\) of the length of the spinor \(y\) there.

## 3. A regular solution without cuts

Insert \(P=r^\gamma\sum p_nr^n\), \(Q=r^\gamma\sum q_nr^n\) in (1):
\[ (n+\gamma+\kappa)p_n-Z\alpha q_n=k_0(1+\varepsilon)q_{n-1},\qquad Z\alpha p_n+(n+\gamma-\kappa)q_n=k_0(1-\varepsilon)p_{n-1}. \]
The determinant is \((n+\gamma)^2-\gamma^2=n(n+2\gamma)\). At \(n=0\) it vanishes and the second equation allows \((p_0,q_0)=(\gamma-\kappa,-Z\alpha)\), independent of energy. Each later step multiplies by a factor of order \(k_0(1+|\varepsilon|)/n\) and the coefficients are real polynomials in \(\varepsilon\), so this solution \(f\) is entire in \(\varepsilon\) and real for real \(\varepsilon\). Comparing with \(P_0\approx a\,x^\gamma(\gamma-\nu+\mu-\kappa)\), and using \(\mu-\nu=Z\alpha(1-\varepsilon)/s=Z\alpha b/a\),
\[ \phi_0=Nf,\qquad N=(2\lambda)^\gamma\,\frac{a(\gamma-\kappa)+Z\alpha b}{\gamma-\kappa}, \tag{7}\]
where \(\gamma\ne\kappa\) because \(Z\neq0\). The numerical check compares both sides of (7).

## 4. Poles

On the cut plane \(s\neq0\) and \(\operatorname{Re}x>0\), so \(a,b,\nu,\mu\) and the functions (4) are analytic in \(\varepsilon\). Singularities of \(G\) can come only from \(\Gamma(\gamma-\nu)\), at \(\nu=\gamma+n_r\), \(n_r=0,1,\dots\). Squaring \(\nu s=Z\alpha\varepsilon\) gives \(\varepsilon^2=\nu^2/(\nu^2+Z^2\alpha^2)\), real and inside the gap. There \(s>0\), so \(\nu>0\) demands \(\varepsilon>0\):
\[ E_{n_r}=mc^2\,\frac{\gamma+n_r}{\sqrt{(\gamma+n_r)^2+Z^2\alpha^2}}. \tag{8}\]
The negative root gives \(\nu=-(\gamma+n_r)\) on this sheet and is not a pole. Since \(d\nu/d\varepsilon=Z\alpha(1/s+\varepsilon^2/s^3)=Z\alpha/s^3\ne0\), the poles of \(\Gamma\) are simple in \(E\).

A pole is cancelled if \(N=0\) there, that is if \(\gamma-\nu+\mu-\kappa=0\), or \(\mu=\kappa+n_r\). Insert this in \(\mu^2=\nu^2+Z^2\alpha^2=\kappa^2+2\gamma n_r+n_r^2\): the condition becomes \(\kappa n_r=\gamma n_r\), so \(n_r=0\), and \(\mu>0\) then needs \(\kappa>0\). At \(n_r=0\), \(\mu=|\kappa|\), so for \(\kappa>0\) both coefficients in \(A_0,B_0\) vanish and the zero of \(N\) cancels the pole. The spectrum in the gap is (8) with \(n_r\ge0\) for \(\kappa<0\) and \(n_r\ge1\) for \(\kappa>0\).

Limit: for \(Z\alpha\ll\nu\), \(\varepsilon\approx1-Z^2\alpha^2/2\nu^2\) and \(E-mc^2\approx-Z^2/\nu^2\). For small \(Z\alpha\) this is the Balmer formula with \(n=n_r+|\kappa|\); for large \(n_r\) at any allowed \(Z\) it shows the poles accumulating at \(+mc^2\).

**Residues.** Near \(z=-n\), \(\Gamma(z)\approx(-1)^n/[n!(z+n)]\), and \(\gamma-\nu+n_r\approx-(E-E_{n_r})Z\alpha/(s^3mc^2)\). The two minus signs in (5) cancel:
\[ \operatorname{Res}G=\frac{(-1)^{n_r}s^2mc^2}{2cZ\alpha\,n_r!\,\Gamma(1+2\gamma)}\,\phi_0(r)\phi_\infty(r')^T. \tag{9}\]
At the pole \(\mathcal W=0\), so \(\phi_0\propto\phi_\infty\), and the residue of the resolvent of a self-adjoint operator is the projector \(\phi_n\phi_n^T\) on the normalized state. For 1s this can be seen by hand. With \(\kappa=-1\), \(\nu=\gamma\), \(\mu=1\): \(s=Z\alpha\), \(\varepsilon=\gamma\), \(\lambda=Z\), \(A_0=A_\infty=0\), \(B_0=2B_\infty=2x^\gamma e^{-x/2}\). The constant is \(2\cdot Z\alpha k_0/2\Gamma(1+2\gamma)=Z/\Gamma(1+2\gamma)\), the spinor is \((a,-b)\) with \(a^2+b^2=2\), and the integrated trace is \(\frac{2Z}{\Gamma(1+2\gamma)}\int_0^\infty x^{2\gamma}e^{-x}\frac{dx}{2Z}=1\).

## 5. The two cuts

For real \(|\varepsilon|>1\) let \(t=\sqrt{\varepsilon^2-1}\), \(p=k_0t\), and \(\eta=Z\alpha\varepsilon/t\), which carries the sign of \(\varepsilon\). Approach from \(E+i0\).

Upper cut: \(1-\varepsilon\) has argument \(-\pi\), so \(b=-i\sqrt{\varepsilon-1}\), \(s=-it\), \(x=2pr\,e^{-i\pi/2}\), \(\nu=i\eta\). Lower cut: \(1+\varepsilon\) has argument \(+\pi\), so \(a=i\sqrt{|\varepsilon|-1}\), \(s=it\), \(x=2pr\,e^{i\pi/2}\), \(\nu=-i\eta\). In both cases \(|x^\nu|=e^{\pi\eta/2}\) and \(-\bar ab=it\). At large \(r\), \(A_\infty/B_\infty\to0\), so \(\bar P_\infty Q_\infty\to-\bar ab|B_\infty|^2\). On the real axis (1) has real coefficients, \(\bar\phi_\infty\) is a solution too, and \(\mathcal W[\bar\phi_\infty,\phi_\infty]=2i\operatorname{Im}\bar P_\infty Q_\infty\) is constant. Therefore at every \(r\)
\[ \operatorname{Im}\bar P_\infty Q_\infty=t\,e^{\pi\eta}>0. \tag{10}\]
From \(i\partial_\tau\phi=H\phi\) in time \(\tau\), the mass, potential and \(\kappa/r\) terms drop out of \(\partial_\tau(|P|^2+|Q|^2)\) and leave \(-\partial_r(2c\operatorname{Im}\bar PQ)\). The current is outward on both cuts, although \(\phi_\infty\) goes as \(e^{ipr}\) on the upper and \(e^{-ipr}\) on the lower. On the lower cut the wave number is \(k=-p\) and \(E\) falls as \(p\) grows, so the group velocity \(dE/dk=ct/|\varepsilon|\) is positive: it points outward, opposite to the wave vector.

**Discontinuity.** Write \(G(r<r')=f(r)g(r')^T/c\) with \(g=N\phi_\infty/\mathcal W\), so \(\mathcal W[f,g]=1\). Under \(\varepsilon\to\bar\varepsilon\) all of \(a,b,x,\nu,\mu\) go to their conjugates, hence the boundary values obey \(g_-=\bar g_+\). The difference has zero Wronskian with \(f\), so \(g_+-g_-=\sigma f\). Then \(\mathcal W[g_-,g_+]=\mathcal W[g_+-\sigma f,g_+]=-\sigma\), and (10) gives \(\sigma=-2it\,e^{\pi\eta}|N/\mathcal W|^2\). With \(|\mathcal W|^2=4t^2\Gamma(1+2\gamma)^2/|\Gamma(\gamma-i\eta)|^2\), the same on both cuts, and \(|N|^2f(r)f(r')^T=\phi_0(r)\phi_0(r')^\dagger\),
\[ G(E+i0)-G(E-i0)=-2\pi i\rho,\qquad \rho=\frac{e^{\pi\eta}|\Gamma(\gamma-i\eta)|^2}{4\pi ct\,\Gamma(1+2\gamma)^2}\,\phi_0(r)\phi_0(r')^\dagger\equiv w\,f(r)f(r')^T. \tag{11}\]
One of \(a,b\) is real and the other imaginary, so \(|a(\gamma-\kappa)+Z\alpha b|^2=|\varepsilon+1|(\gamma-\kappa)^2+|\varepsilon-1|Z^2\alpha^2>0\). Thus \(w>0\) for all \(|\varepsilon|>1\), and \(G\) jumps at every point of both cuts.

Limit \(Z\to0\), \(\kappa=-1\), upper cut: (11) gives \(\rho_{11}=(\varepsilon+1)\cdot16\sin pr\sin pr'/(16\pi ct)\). Equation (6) gives \(G_{11}(E+i0)=-c^{-1}\sqrt{(\varepsilon+1)/(\varepsilon-1)}\,\sin pr\,e^{ipr'}\), and \(-\operatorname{Im}G_{11}/\pi\) is the same expression.

The spectral density should be \(u\,u^T\) with \(u\) normalized per unit energy, which can be fixed without (11). At large \(r\), \(u=\mathcal A(\sqrt{|\varepsilon+1|}\sin\theta,\pm\sqrt{|\varepsilon-1|}\cos\theta)\), with mean density \(\mathcal A^2|\varepsilon|\). In a box of radius \(R\), to leading order in \(R\), levels are spaced by \(\pi/R\) in \(p\), \(|dE/dp|=ct/|\varepsilon|\), and each state has mean density \(1/R\). The density per unit energy is \(|\varepsilon|/\pi ct\), so \(\mathcal A^2=1/\pi ct\). The numerical check integrates (1) outward, normalizes in this way with the local coefficients of (1), and asserts agreement with (11) to \(10^{-5}\) of the norm of \(\rho\). It also tests (10), the jump of (5) itself, and the absence of a jump at \(\varepsilon=-0.9\) and \(0.5\).

**Thresholds.** As \(t\to0\), \(|\eta|\to\infty\), and Stirling's formula gives \(|\Gamma(\gamma-i\eta)|^2\approx2\pi|\eta|^{2\gamma-1}e^{-\pi|\eta|}\). In \(w\) the powers combine as \(|\eta|^{2\gamma-1}(2k_0t)^{2\gamma}/t=(Z\alpha|\varepsilon|)^{2\gamma-1}(2k_0)^{2\gamma}\). The bracket in \(|N|^2\), divided by \((\gamma-\kappa)^2\), tends to \(2\) at \(\varepsilon=1\) and to \(2Z^2\alpha^2/(\gamma-\kappa)^2\) at \(\varepsilon=-1\). To leading order,
\[ w\to w_0=\frac{(Z\alpha)^{2\gamma-1}(2k_0)^{2\gamma}}{c\,\Gamma(1+2\gamma)^2}\ \ (\varepsilon\to1),\qquad w\approx w_0\frac{Z^2\alpha^2}{(\gamma-\kappa)^2}e^{-2\pi|\eta|}\ \ (\varepsilon\to-1). \tag{12}\]
The upper cut opens with finite weight where the poles pile up. The lower cut opens with a weight that vanishes faster than any power of \(t\), and no poles approach it. For \(E<-mc^2\), \(|E-V|=\big||E|-2Z/r\big|\) drops below \(mc^2\) over a range of \(r\), which is a barrier between the nucleus and the asymptotic wave. Equation (12) is the limit \(t\to0\) at fixed \(Z\) and \(\kappa\), and how small \(t\) must be depends on \(\kappa\). If instead \(Z\to0\) is taken at fixed \(t\), the upper-cut weight for \(\kappa=-1\) becomes proportional to \(t\) near the threshold.

## 6. Hydrogen-like tin

Take \(Z=50\) in the point-nucleus Dirac-Coulomb model, \(r=0.02\) and \(r'=0.05\) bohr. The digits below serve to follow the arithmetic of the model; nuclear size, recoil and radiative effects are absent. Nuclear size alone, taken as a uniformly charged sphere of rms radius 4.65 fm, raises the 1s level by about 0.14 Ry (2 eV), so the last digits of the energies below belong to the point-nucleus model and not to the real ion. The constants are \(c=274.0720\) Ry bohr, \(mc^2=37557.73\) Ry, \(Z\alpha=0.364868\), and \(\gamma=0.931059\) for \(|\kappa|=1\), above \(1/2\).

**In the gap.** For \(\kappa=-1\), \(E-mc^2=-1500\) Ry: \(\varepsilon=0.960061\), \(a=1.400022\), \(b=0.199846\), \(s=0.279789\), \(\lambda=38.3412\) bohr\(^{-1}\), \(\nu=1.251998\), \(\mu=1.304081\), \(x=1.533647\), \(x'=3.834118\), with square roots \(1.238405\) and \(1.958090\). From (4) and the printed Whittaker values,
\[ A_0=\frac{-0.320938\times1.310250}{1.238405}=-0.339557,\qquad B_0=\frac{2.304081\times0.685153}{1.238405}=1.274743, \]
\[ A_\infty=\frac{0.304081\times0.491535}{1.958090}=0.076333,\qquad B_\infty=\frac{1.235473}{1.958090}=0.630958. \]
Then \(\phi_0(r)=(1.400022\times0.935186,\ -0.199846\times1.614300)=(1.30928,-0.322612)\), and in the same way \(\phi_\infty(r')=(0.990223,-0.110840)\). The Wronskian is \(-2\times0.279789\times1.767800/(-4.151833)=0.238262\), so \(c\mathcal W=65.3008\) Ry bohr and \(G_{11}=1.30928\times0.990223/65.3008\). The full matrix is
\[ G=\begin{pmatrix}1.98540\times10^{-2}&-2.22234\times10^{-3}\\-4.89209\times10^{-3}&5.47592\times10^{-4}\end{pmatrix}\ \mathrm{Ry^{-1}bohr^{-1}}. \]
The resolvent of a finite-difference matrix, which uses no Whittaker function, is extrapolated from two grid spacings and tested against \(G_{11}\) to \(10^{-6}\) of its value. The jump of \(G_{21}\) at \(r=r'\) is \(3.648676\times10^{-3}=1/c\).

**Poles.** For 1s, \(E-mc^2=(\gamma-1)mc^2=-0.0689406\times37557.73=-2589.25\) Ry, or \(-35.23\) keV. The next two are \(-652.99\) and \(-287.66\) Ry. Between \(-mc^2\) and the energy where \(\nu=\gamma+2.5\), the matrix has three levels for \(\kappa=-1\) and two for \(\kappa=+1\), and these levels, extrapolated from two grid spacings, agree with (8) to \(10^{-6}\) of the binding energy. A contour around the 1s energy gives the elements \((14.0722,-2.65889,-2.65889,0.502390)\) bohr\(^{-1}\) for \(\kappa=-1\); the ratio \(-2.65889/14.0722=-0.18895\) is \(-b/a=-\sqrt{(1-\gamma)/(1+\gamma)}\). For \(\kappa=+1\) the same contour gives a norm of about \(10^{-15}\) bohr\(^{-1}\). The 2p\(_{1/2}\) residue, \((2.96775,0.344657,1.19261,0.138502)\) bohr\(^{-1}\), is tested against (9) and against the state normalized by quadrature. At \(-1500\) Ry the 1s pole alone contributes \(14.0722/1089.25=0.012919\), which is 65% of \(G_{11}\); the other 35% comes from the higher poles and the cuts together.

**Cuts.** At \(\varepsilon=\pm1.5\): \(t=1.118034\), \(p=153.211\) bohr\(^{-1}\), \(\eta=\pm0.489521\), \(\operatorname{Im}\lambda=\mp153.211\) bohr\(^{-1}\), and (10) gives \(5.20411\) and \(0.240195\). The prefactors in (11) are \(2.82199\times10^{-4}\) and \(1.30249\times10^{-5}\) Ry\(^{-1}\)bohr\(^{-1}\). Their ratio \(21.666\) is \(e^{2\pi|\eta|}\), since \(|\Gamma(\gamma-i\eta)|\) is even in \(\eta\). The elements \(\rho_{11}\) are \(-2.32496\times10^{-4}\) and \(8.33772\times10^{-5}\) Ry\(^{-1}\)bohr\(^{-1}\). A negative value is allowed because \(r\ne r'\): it says that \(P\) has opposite signs at the two radii.

At \(\varepsilon=\pm1.0002\), \(|\eta|=18.2461\) and \(e^{-2\pi|\eta|}=1.625\times10^{-50}\). The weights taken from the jump of \(G_{11}\) are \(w=16.9621\) and \(9.86798\times10^{-51}\) Ry\(^{-1}\)bohr\(^{-1-2\gamma}\), against \(16.9579\) and \(9.83801\times10^{-51}\) from (12), excesses of 0.025% and 0.30% of the law. The larger excess on the lower cut comes mostly from the term of \(|N|^2\) dropped in (12), whose relative size is \((|\varepsilon|-1)(\gamma-\kappa)^2/2Z^2\alpha^2=0.0002\times3.7290/0.26626=0.28\%\).

## Calculated quantities

```
Z = 50, r = 0.02 bohr, rp = 0.05 bohr
c = 274.071998 Ry bohr, mc2 = 37557.7301 Ry, Z alpha = 0.36486763
example kappa=-1: E-mc2 = -1500.0 Ry, eps = 0.96006148
gamma = 0.93105940, s = 0.27978911, lambda = 38.341180 1/bohr
a = 1.40002196, b = 0.19984623, nu = 1.25199782, mu = 1.30408087
x(r) = 1.533647, x(rp) = 3.834118
M(nu-1/2), M(nu+1/2) at x(r): 1.310250 0.685153
W(nu-1/2), W(nu+1/2) at x(rp): 0.491535 1.235473
Gamma(1+2g) = 1.76780002, Gamma(g-nu) = -4.15183307
Wronskian = 0.23826160
phi0(r) P Q: 1.309281e+00 -3.226119e-01
phiinf(rp) P Q: 9.902226e-01 -1.108398e-01
G(r,rp) 11 12 21 22 [1/(Ry bohr)]: 1.985396e-02 -2.222337e-03 -4.892091e-03 5.475922e-04
G11 from grid resolvent = 1.985396e-02 1/(Ry bohr)
jump of G21 at r=rp: 3.648676e-03, 1/c = 3.648676e-03 1/(Ry bohr)
kappa=-1: grid levels between -mc2 and nu=g+2.5: 3
  nr=0 pole E-mc2 = -2589.2523 Ry, grid -2589.2523 Ry
  nr=1 pole E-mc2 = -652.9896 Ry, grid -652.9896 Ry
  nr=2 pole E-mc2 = -287.6596 Ry, grid -287.6596 Ry
kappa=+1: grid levels between -mc2 and nu=g+2.5: 2
  nr=1 pole E-mc2 = -652.9896 Ry, grid -652.9896 Ry
  nr=2 pole E-mc2 = -287.6596 Ry, grid -287.6596 Ry
1s pole E-mc2 = -35228.57 eV
1s residue [1/bohr]: 1.407217e+01 -2.658893e+00 -2.658893e+00 5.023896e-01
2p1/2 residue [1/bohr]: 2.967752e+00 3.446572e-01 1.192605e+00 1.385021e-01
kappa=+1 residue norm at 1s energy: 1.2e-15 1/bohr
eps=+1.5: t = 1.118034, p = 153.2109 1/bohr, eta = 0.489521
  Im lambda = -153.2109 1/bohr, Im(P*Q) = 5.204108, prefactor = 2.821991e-04 1/(Ry bohr)
  rho formula [1/(Ry bohr)]: -2.324959e-04 1.042183e-03 -1.972052e-05 8.839898e-05
  rho from ODE [1/(Ry bohr)]: -2.324959e-04 1.042183e-03 -1.972052e-05 8.839898e-05
eps=-1.5: t = 1.118034, p = 153.2109 1/bohr, eta = -0.489521
  Im lambda = 153.2109 1/bohr, Im(P*Q) = 0.240195, prefactor = 1.302486e-05 1/(Ry bohr)
  rho formula [1/(Ry bohr)]: 8.337722e-05 -6.972590e-04 3.089770e-04 -2.583884e-03
  rho from ODE [1/(Ry bohr)]: 8.337719e-05 -6.972588e-04 3.089770e-04 -2.583883e-03
eps=1.0002: eta = 18.2461, exp(-2pi|eta|) = 1.6250e-50
  w = 1.69621e+01, law = 1.69579e+01 1/(Ry bohr^(1+2g))
eps=-1.0002: eta = -18.2461, exp(-2pi|eta|) = 1.6250e-50
  w = 9.86798e-51, law = 9.83801e-51 1/(Ry bohr^(1+2g))
```
